# Coulomb plus short-range scattering and the sign of the s-wave phase shift: verification in Python

```python
"""
Result under test: for a Coulomb potential eta*k/r plus a short-range V(r),
  f = f_C + (1/2ik) sum_l (2l+1) exp(2i sigma_l) (exp(2i delta_l)-1) P_l,
  f_C = -eta/(2 k s^2) exp(2i sigma_0 - i eta ln s^2),  s = sin(theta/2),
and interference with f_C determines the sign of delta_0 (modulo pi),
apart from blind angles, once the sign of eta is known.
Atomic units, mass 1. k: wave number; eta: Coulomb parameter;
sigma_l = arg Gamma(l+1+i eta); delta_l: phase shift relative to the
regular Coulomb function F_l; G_l: irregular one; H_l = G_l + i F_l.
V(r) = V0 exp(-r^2/a^2).
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy.special import loggamma, eval_legendre

k, eta, a = 1.0, -1.0, 0.25
LMAX = 4
pi = np.pi


def sigma(l, eta_value=eta):
    return np.imag(loggamma(l + 1 + 1j * eta_value))


def coulomb_amplitude(theta, eta_value=eta):
    u = np.sin(theta / 2) ** 2
    phase = 2 * sigma(0, eta_value) - eta_value * np.log(u)
    return -eta_value / (2 * k * u) * np.exp(1j * phase)


def short_amplitude(theta, deltas, eta_value=eta):
    total = 0j
    for l, delta in enumerate(deltas):
        total += ((2 * l + 1) * np.exp(2j * sigma(l, eta_value))
                  * (np.exp(2j * delta) - 1)
                  * eval_legendre(l, np.cos(theta)))
    return total / (2j * k)


def cross_section(theta, deltas, eta_value=eta):
    return abs(coulomb_amplitude(theta, eta_value)
               + short_amplitude(theta, deltas, eta_value)) ** 2


def regular(l, r):
    return complex(mp.coulombf(l, eta, k * r)).real


def outgoing(l, r):
    """H_l from the Tricomi function, whose large-r form is outgoing."""
    z = -2j * k * r
    tricomi = complex(mp.hyperu(l + 1 + 1j * eta, 2 * l + 2, z))
    return ((-1j) ** l * np.exp(pi * eta / 2 + 1j * sigma(l))
            * np.exp(-z / 2) * z ** (l + 1) * tricomi)


norm_wave = np.exp(-pi * eta / 2) * np.exp(loggamma(1 + 1j * eta))


def coulomb_wave(r, cosine):
    """Closed-form Coulomb wave by power series; for moderate k*r."""
    z = 1j * k * r * (1 - cosine)
    term = np.ones_like(z)
    total = term.copy()
    for n in range(80):
        term = term * (-1j * eta + n) * z / (n + 1) ** 2
        total = total + term
    return norm_wave * np.exp(1j * k * r * cosine) * total


# Coulomb amplitude from the large-distance form of the closed wave.
theta = np.radians(100)
r_far = 2.0e4
xi = k * r_far * (1 - np.cos(theta))
wave = (norm_wave * np.exp(1j * k * r_far * np.cos(theta))
        * complex(mp.hyp1f1(-1j * eta, 1, 1j * xi)))
incident = (np.exp(1j * (k * r_far * np.cos(theta) + eta * np.log(xi)))
            * (1 - 1j * eta ** 2 / xi))
f_far = ((wave - incident) * r_far
         * np.exp(-1j * (k * r_far - eta * np.log(2 * k * r_far))))
err_far = abs(f_far - coulomb_amplitude(theta))
assert err_far < 1e-3  # neglected terms fall as 1/r

# Coulomb partial-wave series, summed after multiplication by (1-cos)^3.
orders = np.arange(500)
coef = (2 * orders + 1) * np.exp(2j * sigma(orders)) / (2j * k)
for _ in range(3):
    l = np.arange(len(coef) - 1)
    below = np.concatenate(([0], coef[:-2]))
    coef = (coef[:-1] - (l + 1) / (2 * l + 3) * coef[1:]
            - l / (2 * l - 1) * below)
err_series = 0.0
for degrees in (40, 90, 150):
    t = np.radians(degrees)
    series = np.sum(coef * eval_legendre(np.arange(len(coef)), np.cos(t)))
    series /= (1 - np.cos(t)) ** 3
    err_series = max(err_series, abs(series - coulomb_amplitude(t)))
assert err_series < 1e-7

# Partial-wave expansion of the closed Coulomb wave at a finite distance.
r_test, c_test = 3.0, 0.3
expansion = sum((2 * l + 1) * 1j ** l * np.exp(1j * sigma(l))
                * regular(l, r_test) * eval_legendre(l, c_test)
                for l in range(26)) / (k * r_test)
err_expansion = abs(expansion - coulomb_wave(np.array(r_test), c_test))
assert err_expansion < 1e-8

# Coulomb functions outside V, used for matching.
match_radii = np.array([2.0, 3.0, 4.0])
H = np.array([[outgoing(l, r) for r in match_radii]
              for l in range(LMAX + 1)])
for l in range(LMAX + 1):
    for j, r in enumerate(match_radii):
        assert abs(H[l, j].imag - regular(l, r)) < 1e-8

# Radial grid covers V: the Gaussian is below 1e-15 at its end.
x, w = np.polynomial.legendre.leggauss(40)
r_nodes, r_weights = 0.75 * (x + 1), 0.75 * w
F_nodes = np.array([[regular(l, r) for r in r_nodes]
                    for l in range(LMAX + 1)])


def solve_radial(V0):
    """Phase shifts and normalized radial functions on the grid."""
    deltas, functions = [], []
    r0 = 1e-4
    points = np.concatenate((r_nodes, match_radii))
    for l in range(LMAX + 1):
        def rhs(r, y):
            q = (l * (l + 1) / r ** 2 + 2 * eta * k / r
                 + 2 * V0 * np.exp(-(r / a) ** 2) - k ** 2)
            return [y[1], q * y[0]]
        b = eta * k / (l + 1)
        start = [1 + b * r0, (l + 1) / r0 + (l + 2) * b]
        sol = solve_ivp(rhs, (r0, match_radii[-1]), start,
                        method="DOP853", t_eval=points,
                        rtol=1e-11, atol=1e-12)
        assert sol.success
        u = sol.y[0]
        u1, u2, u3 = u[-3:]
        F, G = H[l].imag, H[l].real
        tangent = (u1 * F[1] - u2 * F[0]) / (u2 * G[0] - u1 * G[1])
        delta = np.arctan(tangent)
        target = F * np.cos(delta) + G * np.sin(delta)
        scale = ((target[0] * u1 + target[1] * u2)
                 / (u1 ** 2 + u2 ** 2))
        # A third radius checks that the added wave is purely outgoing.
        added = np.exp(1j * delta) * scale * u3 - F[2]
        expected = np.exp(1j * delta) * np.sin(delta) * H[l, 2]
        assert abs(added - expected) < 1e-6
        deltas.append(delta)
        functions.append(scale * u[:-3])
    return np.array(deltas), np.array(functions)


# Three-dimensional grid for the two-potential matrix element.
c_nodes, c_weights = np.polynomial.legendre.leggauss(24)
phi = 2 * pi * np.arange(24) / 24
R = r_nodes[:, None, None]
C = c_nodes[None, :, None]
PHI = phi[None, None, :]
volume = (r_weights[:, None, None] * R ** 2
          * c_weights[None, :, None] * 2 * pi / 24)


def matrix_element_amplitude(theta, V0, deltas, functions):
    cosine_out = -(np.sin(theta) * np.sqrt(1 - C ** 2) * np.cos(PHI)
                   + np.cos(theta) * C)
    psi_minus_conjugate = coulomb_wave(R, cosine_out)
    psi_plus = 0j
    for l in range(LMAX + 1):
        psi_plus = psi_plus + (
            (2 * l + 1) * 1j ** l * np.exp(1j * (sigma(l) + deltas[l]))
            * functions[l][:, None, None] * eval_legendre(l, C) / (k * R))
    V = V0 * np.exp(-(R / a) ** 2)
    return -np.sum(volume * psi_minus_conjugate * V * psi_plus) / (2 * pi)


results = {}
err_integral = err_matrix = 0.0
for V0 in (-5.0, 5.0):
    deltas, functions = solve_radial(V0)
    V_nodes = V0 * np.exp(-(r_nodes / a) ** 2)
    for l in range(LMAX + 1):
        integral = -2 / k * np.sum(r_weights * F_nodes[l]
                                   * V_nodes * functions[l])
        err_integral = max(err_integral, abs(integral - np.sin(deltas[l])))
    for degrees in (60, 140):
        t = np.radians(degrees)
        direct = matrix_element_amplitude(t, V0, deltas, functions)
        err_matrix = max(err_matrix,
                         abs(direct - short_amplitude(t, deltas)))
    assert deltas[0] * V0 < 0
    results[V0] = deltas
assert err_integral < 1e-6
assert err_matrix < 1e-5


def shape_functions(u, eta_value=eta):
    L = eta_value * np.log(u)
    return (1 + eta_value / u * np.sin(L), -eta_value / u * np.cos(L))


# Interference law and effect of reversing delta_0, against |f|^2.
for eta_value in (-1.0, 0.6):
    for d in (-0.7, 0.3, 1.2):
        for degrees in (35, 90, 160):
            t = np.radians(degrees)
            u = np.sin(t / 2) ** 2
            L = eta_value * np.log(u)
            plus = cross_section(t, [d], eta_value)
            minus = cross_section(t, [-d], eta_value)
            excess = plus - abs(coulomb_amplitude(t, eta_value)) ** 2
            law = (np.sin(d) ** 2 - eta_value / u * np.sin(d)
                   * np.cos(d + L)) / k ** 2
            A, B = shape_functions(u, eta_value)
            linear = (A * (1 - np.cos(2 * d))
                      + B * np.sin(2 * d)) / (2 * k ** 2)
            change = -eta_value / (k ** 2 * u) * np.sin(2 * d) * np.cos(L)
            assert abs(excess - law) < 1e-10
            assert abs(excess - linear) < 1e-10
            assert abs(plus - minus - change) < 1e-10
    h = 1e-5
    A0, B0 = shape_functions(1.0, eta_value)
    Ap, Bp = shape_functions(1 + h, eta_value)
    Am, Bm = shape_functions(1 - h, eta_value)
    wronskian = (A0 * (Bp - Bm) - B0 * (Ap - Am)) / (2 * h)
    assert abs(wronskian - eta_value * (1 + eta_value ** 2)) < 1e-7

# Sign ambiguities that remain without a known Coulomb field.
sample = results[-5.0]
for degrees in (35, 90, 160):
    t = np.radians(degrees)
    assert abs(cross_section(t, sample, 0.0)
               - cross_section(t, -sample, 0.0)) < 1e-12
    assert abs(cross_section(t, sample, eta)
               - cross_section(t, -sample, -eta)) < 1e-10


def recover(cross_values, angles):
    rows, excess = [], []
    for value, t in zip(cross_values, angles):
        A, B = shape_functions(np.sin(t / 2) ** 2)
        rows.append([A / 2, B / 2])
        excess.append(k ** 2 * (value - abs(coulomb_amplitude(t)) ** 2))
    one_minus_cos, sine = np.linalg.solve(rows, excess)
    return 0.5 * np.arctan2(sine, 1 - one_minus_cos)


angles = np.radians([90.0, 180.0])
recovered = {}
for V0, deltas in results.items():
    s_only = [cross_section(t, deltas[:1]) for t in angles]
    assert abs(recover(s_only, angles) - deltas[0]) < 1e-10
    full = [cross_section(t, deltas) for t in angles]
    recovered[V0] = recover(full, angles)
    assert recovered[V0] * deltas[0] > 0
    # The inversion neglects l > 0, hence this physical tolerance.
    assert abs(recovered[V0] - deltas[0]) < 0.02

# A single angle leaves a second candidate, rejected by another angle.
d0 = results[-5.0][0]
A, B = shape_functions(1.0)
false_delta = np.arctan2(B, -A) - d0
false_delta = (false_delta + pi / 2) % pi - pi / 2
true_180, false_180 = [cross_section(pi, [d]) for d in (d0, false_delta)]
true_90, false_90 = [cross_section(pi / 2, [d]) for d in (d0, false_delta)]
assert abs(true_180 - false_180) < 1e-10
assert abs(true_90 - false_90) > 0.05

blind = 2 * np.arcsin(np.exp(-pi / (4 * abs(eta))))
assert abs(cross_section(blind, [d0]) - cross_section(blind, [-d0])) < 1e-10

print(f"wave number k = {k:.2f} 1/bohr")
print(f"kinetic energy = {k * k / 2:.3f} hartree")
print(f"Coulomb parameter eta = {eta:.2f}")
print(f"range a = {a:.2f} bohr")
print(f"sigma_0 = {sigma(0):.5f} rad, sigma_1 = {sigma(1):.5f} rad")
for V0, deltas in results.items():
    print(f"V0 = {V0:+.1f} hartree:")
    for l in range(3):
        print(f"  delta_{l} = {deltas[l]:+.6f} rad")
    print(f"  delta_0 recovered from 90 and 180 deg = "
          f"{recovered[V0]:+.5f} rad")
print("Cross sections in bohr^2/sr; s wave only, |delta_0| of V0 = -5:")
print("angle(deg)  Coulomb  +delta_0  -delta_0")
for t in (np.radians(30), blind, pi / 2, np.radians(120), pi):
    print(f"{np.degrees(t):8.2f} {abs(coulomb_amplitude(t)) ** 2:10.5f}"
          f" {cross_section(t, [d0]):10.5f}"
          f" {cross_section(t, [-d0]):10.5f}")
print("Cross sections in bohr^2/sr; all computed partial waves:")
print("angle(deg)  V0=-5 hartree  V0=+5 hartree")
for degrees in (30, 90, 120, 180):
    t = np.radians(degrees)
    print(f"{degrees:8.2f} {cross_section(t, results[-5.0]):12.5f}"
          f" {cross_section(t, results[5.0]):12.5f}")
print(f"blind angle = {np.degrees(blind):.3f} deg")
print(f"second candidate from 180 deg alone = {false_delta:+.5f} rad")
print(f"s-wave cross section at 180 deg, true = {true_180:.5f} bohr^2/sr")
print(f"  second candidate = {false_180:.5f} bohr^2/sr")
print(f"s-wave cross section at 90 deg, true = {true_90:.5f} bohr^2/sr")
print(f"  second candidate = {false_90:.5f} bohr^2/sr")
print(f"error, f_C from distant wave = {err_far:.1e} bohr")
print(f"error, f_C from reduced series = {err_series:.1e} bohr")
print(f"error, expansion of Coulomb wave = {err_expansion:.1e}")
print(f"error, radial integral for sin(delta_l) = {err_integral:.1e}")
print(f"error, 3D matrix element = {err_matrix:.1e} bohr")
print("OK")
```

Running it gives:

```
wave number k = 1.00 1/bohr
kinetic energy = 0.500 hartree
Coulomb parameter eta = -1.00
range a = 0.25 bohr
sigma_0 = 0.30164 rad, sigma_1 = -0.48376 rad
V0 = -5.0 hartree:
  delta_0 = +0.279236 rad
  delta_1 = +0.006391 rad
  delta_2 = +0.000052 rad
  delta_0 recovered from 90 and 180 deg = +0.28085 rad
V0 = +5.0 hartree:
  delta_0 = -0.205254 rad
  delta_1 = -0.005741 rad
  delta_2 = -0.000050 rad
  delta_0 recovered from 90 and 180 deg = -0.20506 rad
Cross sections in bohr^2/sr; s wave only, |delta_0| of V0 = -5:
angle(deg)  Coulomb  +delta_0  -delta_0
   30.00   55.71281   51.72622   58.88867
   54.25    5.78517    5.49570    5.49570
   90.00    1.00000    1.38650    0.57127
  120.00    0.44444    0.83042    0.15293
  180.00    0.25000    0.59091    0.06102
Cross sections in bohr^2/sr; all computed partial waves:
angle(deg)  V0=-5 hartree  V0=+5 hartree
   30.00     51.83008     58.09170
   90.00      1.38663      0.68145
  120.00      0.82827      0.21771
  180.00      0.59366      0.09094
blind angle = 54.251 deg
second candidate from 180 deg alone = -1.06463 rad
s-wave cross section at 180 deg, true = 0.59091 bohr^2/sr
  second candidate = 0.59091 bohr^2/sr
s-wave cross section at 90 deg, true = 1.38650 bohr^2/sr
  second candidate = 0.13504 bohr^2/sr
error, f_C from distant wave = 5.1e-05 bohr
error, f_C from reduced series = 8.0e-12 bohr
error, expansion of Coulomb wave = 2.7e-15
error, radial integral for sin(delta_l) = 3.3e-11
error, 3D matrix element = 7.3e-11 bohr
OK
```
